# Multiphonon path counting and the limits of the Meyer-Neldel rule

A thermally activated rate has the form $A\exp(-E/k_BT)$. In the Meyer-Neldel rule, the prefactor $A$ rises along a series of related processes roughly as $\exp(E/E_{MN})$. Consider a defect that must collect $n$ quanta $\hbar\omega$ from $N$ equal local vibrations, so that $E=n\hbar\omega$. In the limit of cold quanta, $\hbar\omega/k_BT\to\infty$ at fixed $n$, $N$ and coupling, its prefactor is

$$A_n=k_e\,e^{-S}\frac{S^n}{n!},\qquad S=Ns. \tag{1}$$

Here $k_e$ is an electronic rate and $s$ measures how strongly one vibration couples to the transition. One more quantum multiplies the prefactor by

$$\frac{A_{n+1}}{A_n}=\frac{S}{n+1}. \tag{2}$$

As long as few quanta share a mode, the factor $N^n/n!$ inside (1) counts the ways of gathering the quanta, and its logarithm is an entropy that grows with the barrier. But each quantum also costs a factor $s$. The prefactor therefore grows while $Ns>n+1$, and the growth is locally, not strictly, exponential. When the quanta are hot it disappears.

## The model and its rate

Before the transition the vibrations have the Hamiltonian $\hbar\omega\sum_i a_i^\dagger a_i$, and afterwards

$$E+\hbar\omega\sum_i b_i^\dagger b_i,\qquad b_i=a_i+\sqrt s .$$

Zero-point energies are equal and have been dropped. The shift $\sqrt s$ says that the equilibrium position of each vibration moves when the defect changes state; $s$ is the Huang-Rhys factor of one mode. The electronic coupling $V$ is taken as independent of the vibrations (Condon approximation) and weak enough for second order. The modes are in thermal equilibrium before each transition.

Let $F_m$ be the thermally averaged squared overlap for transitions in which the vibrations lose $m$ quanta. The golden rule gives

$$k=\frac{2\pi}{\hbar}V^2\sum_mF_m\,\delta(E-m\hbar\omega).$$

Strictly equal frequencies give a comb of infinitely sharp lines. A real spread of frequencies broadens them. I assume that the line of $n$ quanta is spread evenly over an energy range $\hbar\omega$, so its delta function becomes $1/\hbar\omega$. The width is thus the same for every $n$. If the quanta had independent frequency spreads, it would grow as $\sqrt n$; for well separated lines the rate at the line centre would then carry a further factor proportional to $1/\sqrt n$, which weakens the growth found below. With the even spread,

$$k_n=k_eF_n,\qquad k_e=\frac{2\pi V^2}{\hbar\,\hbar\omega}. \tag{3}$$

Along the series $E$ varies, while $V$, $s$, $N$ and $\omega$ stay fixed.

## Counting the paths

In the cold limit the cheapest way to supply $n$ quanta is to start with $n$ quanta in total and end with none. Starting with more costs further factors $e^{-x}$, where $x=\hbar\omega/k_BT$.

For one mode we need the overlap of the initial state $|q\rangle$ with the final ground state $|0'\rangle$. The latter obeys $b|0'\rangle=0$, hence $a|0'\rangle=-\sqrt s\,|0'\rangle$. Projecting on $\langle q|$ and using $\langle q|a=\sqrt{q+1}\,\langle q+1|$ gives

$$\sqrt{q+1}\,\langle q+1|0'\rangle=-\sqrt s\,\langle q|0'\rangle .$$

Repeated use yields $\langle q|0'\rangle=(-\sqrt s)^q\langle0|0'\rangle/\sqrt{q!}$. The squares must add to one, and $\sum_q s^q/q!=e^s$, so

$$|\langle q|0'\rangle|^2=e^{-s}\frac{s^q}{q!}. \tag{4}$$

A path is a distribution $\{q_i\}$ of the quanta over the modes with $\sum_iq_i=n$. Each has thermal probability $e^{-nx}$, up to the normalization $(1-e^{-x})^N$, which tends to one. Its overlap weight is a product of factors (4). The sum over paths,

$$\sum_{\sum q_i=n}\ \prod_{i=1}^N\frac{s^{q_i}}{q_i!},$$

is the coefficient of $t^n$ in $(e^{st})^N=e^{Nst}$, which is $(Ns)^n/n!$. Therefore

$$F_n\simeq e^{-nx}\,e^{-S}\frac{S^n}{n!}, \tag{5}$$

and (3) gives (1).

Where is the entropy? Paths that take their quanta from $n$ different modes number $\binom Nn$, and each has weight $s^n$. Their share of the whole sum is

$$\frac{n!}{N^n}\binom Nn=\prod_{j=0}^{n-1}\left(1-\frac jN\right),$$

which is close to one for $n^2\ll N$. Then $A_n\approx k_ee^{-S}s^n\exp(\Sigma_n/k_B)$ with the path entropy $\Sigma_n=k_B\ln\binom Nn$. One further quantum adds

$$\frac{\Sigma_{n+1}-\Sigma_n}{k_B}=\ln\frac{N-n}{n+1},$$

while the coupling adds $\ln s$, a negative number when $s<1$. For $n\ll N$ the sum of the two is $\ln[S/(n+1)]$, in agreement with (2). A large number of paths is thus not enough; it must outweigh the weakness of each path.

Dividing the energy step by this logarithm gives the local Meyer-Neldel energy

$$E_{MN}=\frac{\hbar\omega}{\ln[S/(n+1)]}. \tag{6}$$

The slope $1/E_{MN}$ depends on $n$ only through a logarithm, so a plot of $\ln A$ against $E$ can look straight over a limited range, although it is curved. Near $n=S$ the slope vanishes and $E_{MN}$ diverges.

## A series of five barriers

Take round model parameters: $\hbar\omega=0.100$ eV, $V=0.010$ eV, $N=48$ and $s=0.25$, so $S=12$. The barriers run from 0.2 to 0.6 eV, and (3) gives $k_e=9.55\times10^{12}$ s$^{-1}$. The cold prefactors are:

| $n$ | $\ln\binom Nn$ | $n\ln s$ | $A_n$ (s$^{-1}$) |
|---|---|---|---|
| 2 | 7.03 | −2.77 | $4.22\times10^9$ |
| 3 | 9.76 | −4.16 | $1.69\times10^{10}$ |
| 4 | 12.18 | −5.55 | $5.07\times10^{10}$ |
| 5 | 14.35 | −6.93 | $1.22\times10^{11}$ |
| 6 | 16.32 | −8.32 | $2.43\times10^{11}$ |

From $n=2$ to $n=6$ the path entropy rises by $16.32-7.03=9.29$ in units of $k_B$. The coupling takes back $8.32-2.77=5.55$. The remainder, 3.75 before the two terms are rounded, falls somewhat short of the full growth, $\ln57.6=4.05$, because paths that use a mode more than once have been left out. At $n=4$ the paths through different modes carry 88% of the weight.

The successive factors in $A$ are 4, 3, 2.4 and 2, as (2) requires: $12/3$, $12/4$, $12/5$ and $12/6$. The local $E_{MN}$ doubles from 0.072 to 0.144 eV. A straight line fitted to all five points has $E_{MN}=0.099$ eV and misses $\ln A$ by at most 0.24, against a total rise of 4.05. If the data scatter by 0.3 or more in $\ln A$, five such points will usually not reveal the curvature, and the series can pass for an exponential law.

The curvature can be estimated in general. By (2) the slope of $\ln A$ per quantum changes by $\ln[(n+1)/(n+2)]$ from one step to the next, which approaches $-1/n$ for large $n$. A chord over a range $\Delta n$ centred at $n$ then deviates from the curve by about $(\Delta n)^2/8n$ at its middle. The rule is a good straight line when this is small compared with the rise itself.

## What limits the growth

The ratio $A_n/k_e=e^{-S}S^n/n!$ is a Poisson probability, so it cannot exceed one. The prefactor starts far below $k_e$ because of the factor $e^{-S}$, and the growth with $n$ is a partial recovery from that suppression. It ends near $n=S$: in the example $A_n/k_e$ is 0.025 at $n=6$, 0.114 at $n=12$ and 0.054 at $n=16$.

The same fact rules out an attractive way of making the growth strictly exponential. Suppose that a higher barrier draws on proportionally more modes, so that $S=rn$ with fixed $r$. Stirling's formula, $n!\approx\sqrt{2\pi n}\,n^ne^{-n}$, gives

$$e^{-rn}\frac{(rn)^n}{n!}\approx\frac{e^{n(1+\ln r-r)}}{\sqrt{2\pi n}} .$$

Since $\ln r\le r-1$, the exponent is never positive. The path entropy is now roughly proportional to the barrier, but the factors $s^n$ and $e^{-S}$ together more than cancel the gain.

The role of the number of modes shows when $N$ is cut to 8 at the same $s$. Then $S=2$, and the prefactor ratio between $n=6$ and $n=2$ is $2^4\times2!/6!=0.044$. The rule is inverted, although there are more paths at six quanta than at two: counting those that use a mode repeatedly, $\binom{13}{6}=1716$ against $\binom92=36$.

## One mode or many?

Because the modes have equal frequencies, they may be rotated among themselves. Define the collective mode $B=N^{-1/2}\sum_ia_i$. The part of the final Hamiltonian that displaces the modes becomes

$$\hbar\omega\sqrt s\sum_i(a_i+a_i^\dagger)=\hbar\omega\sqrt{Ns}\,(B+B^\dagger).$$

The other $N-1$ combinations are not displaced and drop out. The initial Hamiltonian keeps its form under the rotation, so the thermal state does too. The rate is that of a single mode with Huang-Rhys factor $S$.

In this description there is one cold path, with all $n$ quanta in mode $B$, and its weight by (4) is $e^{-S}S^n/n!$. The prefactor is unchanged, but there is no path entropy. The entropy therefore belongs to the local-mode description, whereas $S^n/n!$ does not depend on the description. Counting remains a valid explanation of one thing: why $S$, and with it the growth of the prefactor in the cold limit, increases with the number of modes when the coupling of each is given.

The collective mode also offers a second reading. Let $u$ be its dimensionless coordinate, counted positive towards the new equilibrium position, with potential energy $\hbar\omega u^2$ before the transition and $\hbar\omega(u-\sqrt S)^2+n\hbar\omega$ after it. The curves cross where $-2\sqrt S\,u+S+n=0$, at the height

$$E_c=\hbar\omega u^2=\hbar\omega\frac{(S+n)^2}{4S}. \tag{7}$$

This lies above the cold activation energy by

$$E_c-n\hbar\omega=\hbar\omega\frac{(S-n)^2}{4S}.$$

The initial level also carries the zero-point energy $\hbar\omega/2$, so the energy actually missing is $\hbar\omega[(S-n)^2/4S-\tfrac12]$. While this is positive, as it is for $n\le7$ at $S=12$ and hence for the whole series above, a cold transition passes under the crossing by tunnelling; as $n$ rises the missing energy shrinks, tunnelling becomes easier, and the prefactor grows. Closer to $n=S$ the level lies above the crossing, and the remaining slow growth is no longer a tunnelling effect.

## Warming the quanta

For arbitrary temperature, let the vibrations gain $q$ quanta, with probability $p_q$. For one mode the generating function is

$$G(\theta)=\sum_qp_qe^{iq\theta}=\left\langle e^{-i\theta a^\dagger a}\,e^{i\theta b^\dagger b}\right\rangle .$$

With $D=\exp[\sqrt s(a^\dagger-a)]$ one has $b=D^\dagger aD$, so the second exponential is $D^\dagger e^{i\theta a^\dagger a}D$. The rotation $e^{-i\theta a^\dagger a}a^\dagger e^{i\theta a^\dagger a}=a^\dagger e^{-i\theta}$ turns the average into $\langle e^Xe^Y\rangle$ with

$$X=-\sqrt s\,(a^\dagger e^{-i\theta}-ae^{i\theta}),\qquad Y=\sqrt s\,(a^\dagger-a).$$

Their commutator is the number $[X,Y]=2is\sin\theta$, hence $e^Xe^Y=e^{X+Y}e^{is\sin\theta}$. The sum $X+Y$ is linear in $a$ and $a^\dagger$, whose thermal fluctuations are Gaussian, so $\langle e^{X+Y}\rangle=e^{\langle(X+Y)^2\rangle/2}$. With $\bar n=1/(e^x-1)$ and $|1-e^{i\theta}|^2=2(1-\cos\theta)$ this equals $\exp[-s(2\bar n+1)(1-\cos\theta)]$. Collecting exponentials,

$$G=\exp\left\{s(\bar n+1)(e^{i\theta}-1)+s\bar n(e^{-i\theta}-1)\right\}.$$

For $N$ modes $s$ becomes $S$. This describes two independent Poisson numbers: quanta emitted, with mean $S(\bar n+1)$, and quanta absorbed, with mean $S\bar n$. A net absorption of $n$ has the probability

$$F_n=e^{-S(2\bar n+1)}\sum_{j\ge0}\frac{(S\bar n)^{n+j}}{(n+j)!}\frac{[S(\bar n+1)]^j}{j!}. \tag{8}$$

Using $\bar n/(\bar n+1)=e^{-x}$, $2\bar n+1=\coth(x/2)$ and $2\sqrt{\bar n(\bar n+1)}=1/\sinh(x/2)$, the sum is the series of a modified Bessel function:

$$F_n=e^{-S\coth(x/2)-nx/2}\,I_n\!\left(\frac S{\sinh(x/2)}\right). \tag{9}$$

Since $I_{-n}=I_n$, the uphill and downhill weights have the ratio $F_n/F_{-n}=e^{-nx}$. The downhill rate contains the same factor $S^n/n!$ when cold. It cancels from equilibrium populations, so this compensation is purely kinetic.

How cold is cold? To first order in $e^{-x}$, the term $j=0$ of (8) supplies relative corrections $ne^{-x}$ from $\bar n^n$ and $-2Se^{-x}$ from the exponential. The term $j=1$ supplies $S^2e^{-x}/(n+1)$. Thus

$$\ln F_n\simeq-S+\ln\frac{S^n}{n!}-nx+c_ne^{-x},\qquad c_n=\frac{S^2}{n+1}-2S+n.$$

An Arrhenius plot yields the apparent energy $E_{app}=-\hbar\omega\,d\ln F_n/dx=\hbar\omega(n+c_ne^{-x})$. The apparent prefactor follows from $\ln A=\ln k+E_{app}/k_BT$ and is shifted by

$$\delta\ln A=(1+x)\,e^{-x}c_n. \tag{10}$$

The cold law (1) needs both $e^{-x}\ll1$ and a small shift. Since $c_n=(S-n-1)^2/(n+1)-1$, the second condition demands more than $x\gg1$ when $(S-n-1)^2\gg n+1$, that is, when $n$ lies well below a large $S$ or well above $S$. Near $n=S$ the large terms in $c_n$ cancel.

At 200 K, $x=5.80$. For $n=2$, $c_2=48-24+2=26$ and the shift is 0.53, a factor 1.7; the full calculation raises $A$ from $4.2\times10^9$ to $7.0\times10^9$ s$^{-1}$. For $n=6$, $c_6=2.57$ and the factor is 1.05. Warming thus lifts the small prefactors most and flattens the Meyer-Neldel line. The rates themselves still fall steeply, from $4.2\times10^4$ to $1.9\times10^{-4}$ s$^{-1}$ along the series.

## The classical limit and the missing crossing

For $x\to0$ at fixed $S$ and $n$, both Poisson means are large and the net gain $q$ becomes Gaussian. Its mean is $S(\bar n+1)-S\bar n=S$, and its variance is $S(2\bar n+1)\approx2S/x$. Evaluating the Gaussian at $q=-n$ gives

$$F_n\simeq\sqrt{\frac x{4\pi S}}\,\exp\left[-x\frac{(S+n)^2}{4S}\right]. \tag{11}$$

The exponent is the crossing height (7) divided by $k_BT$. The prefactor does not contain $n$. Classically the collective coordinate has to reach the crossing point, and the thermal density of a harmonic coordinate has the same normalization at every point. No barrier-dependent entropy remains.

Most of the growth is already gone when $\hbar\omega$ has fallen to about $2k_BT$. In the example, the growth of the apparent prefactor from $n=2$ to $n=6$ is:

| $T$ (K) | $\hbar\omega/k_BT$ | growth of $A$ |
|---|---|---|
| 100 | 11.6 | 57.4 |
| 200 | 5.80 | 36.4 |
| 300 | 3.87 | 9.5 |
| 600 | 1.93 | 1.5 |
| 1200 | 0.97 | 1.06 |

The growth depends on temperature through $x$ alone. With the same $S$ and $n$, the 200 K entry therefore describes 300 K if the quantum is 0.150 eV. For quanta of about 0.05 eV or less with these $S$ and $n$, the growth at 300 K is only about 1.5 or less, and a strong Meyer-Neldel rule among rates all measured near 300 K would need a cause outside this model. This comparison, like the table, takes every barrier at the same temperature. If each barrier is instead measured where its rate falls in a fixed window, the low barriers are seen colder than the high ones and the apparent growth is larger: for $k=100$ s$^{-1}$ and $\hbar\omega=0.100$ eV, $n=2$ is seen near 130 K, $n=6$ near 320 K, and the apparent prefactor grows by about 74.

An exact exponential law would make all rates equal at the isokinetic temperature $E_{MN}/k_B$. The fitted line puts it at 1151 K. There the cold law predicts $k_6/k_2=1.02$, but the full rate ratio is 0.065. The classical form (11) explains the difference: with $x=1.008$ it gives $\exp[-1.008\,(18^2-14^2)/48]=0.07$. At that temperature the quanta are no longer cold, so the extrapolation has left its range of validity.

In this model the rates of different barriers in fact never cross, at any temperature. From (9),

$$\frac{k_{n+1}}{k_n}=e^{-x/2}\,\frac{I_{n+1}(z)}{I_n(z)}<1,\qquad z=\frac S{\sinh(x/2)},$$

because at fixed positive $z$ the function $I_n(z)$ decreases with order for $n\ge0$. The higher barrier remains the slower one. Where its prefactor is larger, as for cold quanta with $n+1<S$, this reduces the handicap without reversing it.

## Computed values

```
quantum 0.100 eV, coupling V 0.010 eV
modes N 48, s per mode 0.25, total S 12.0
electronic rate k_e 9.546e+12 1/s
band decay / golden rule 0.9989
enumerated: n, all paths, distinct-mode paths, their weight share
  2    1176    1128 0.9792
  3   19600   17296 0.9384
  4  249900  194580 0.8797
cold: n, E (eV), ln C(N,n), n ln s, ln(S^n/n!), A (1/s)
  2 0.2   7.028  -2.773   4.277 4.223e+09
  3 0.3   9.758  -4.159   5.663 1.689e+10
  4 0.4  12.179  -5.545   6.762 5.068e+10
  5 0.5  14.353  -6.931   7.637 1.216e+11
  6 0.6  16.323  -8.318   8.330 2.432e+11
cold, step n to n+1: factor in A, local E_MN (eV)
  2 4.000 0.0721
  3 3.000 0.0910
  4 2.400 0.1142
  5 2.000 0.1443
cold fitted E_MN 0.0992 eV
cold growth of A, n=2 to 6: factor 57.60
largest misfit of straight line in ln A 0.241
N=8, same s: A(n=6)/A(n=2) 0.0444
A/k_e at n = 6, 12, 16: 0.0255 0.1144 0.0543
200 K: x 5.802; n, rate (1/s), E_app (eV), apparent A (1/s)
  2 4.160e+04 0.2075 7.038e+09
  3 4.868e+02 0.3044 2.279e+10
  4 4.332e+00 0.4026 6.049e+10
  5 3.105e-02 0.5015 1.346e+11
  6 1.862e-04 0.6008 2.563e+11
heating: T (K), x, slope of ln A (1/eV), A(n=6)/A(n=2)
   100 11.605  10.075 57.445
   200  5.802   9.109 36.410
   300  3.868   6.190 9.477
   600  1.934   1.401 1.518
  1200  0.967   0.215 1.061
formal hot limit x 0.3: slope 0.0097 1/eV
isokinetic temperature from cold fit 1151 K, x 1.008
k(n=6)/k(n=2) there: cold law 1.021, full 0.0653
```
